# Why Chemical Transport Peaks at K = 1, and When It Shifts: a program that tests the result

```python
# Result under test: for A(s) + B(g) = C(g), equilibrated at both ends of a tube,
# the diffusive flux of A at fixed enthalpy, temperatures and diffusivity is
# greatest when K = p_C/p_B = 1 (K varied through the reaction entropy).
# x = K/(1+K): mole fraction of C; dH, dS: reaction enthalpy and entropy;
# h = dH/(R T); flux is positive from hot to cold. SI units inside the program.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

R = const.R
DH, DS = 100e3, 100.0             # J/mol, J/(mol K): model solid
T_MEAN, DT = 1000.0, 40.0         # K
P = 760 * const.torr              # Pa
D_REF, D_POWER = 0.15e-4, 1.75    # m2/s at T_MEAN and P; D ~ T**D_POWER
LENGTH, RADIUS = 0.10, 0.005      # m
M_A, M_B = 0.100, 0.2538          # kg/mol: model solid, iodine carrier
VISCOSITY = 4e-5                  # Pa s, rough
ALPHA = 0.3                       # thermal diffusion factor, rough


def log_k(T, dH=DH, dS=DS):
    return dS / R - dH / (R * T)


def x_eq(lnk):
    return 1 / (1 + np.exp(-lnk))


def c_times_d(T):
    return P / (R * T) * D_REF * (T / T_MEAN) ** D_POWER


def delta_x(T, dT, dH=DH, dS=DS):
    return (x_eq(log_k(T + dT / 2, dH, dS))
            - x_eq(log_k(T - dT / 2, dH, dS)))


def flux(T, dT, dH=DH, dS=DS):
    return c_times_d(T) / LENGTH * delta_x(T, dT, dH, dS)


def argmax(f, low, high):
    scale = abs(f(0.5 * (low + high)))
    res = minimize_scalar(lambda v: -f(v) / scale, bounds=(low, high),
                          method="bounded", options={"xatol": 1e-9 * (high - low)})
    return res.x


# Equilibrium composition from direct minimisation of the Gibbs energy
for lnk in (-3.0, 0.0, 2.0):
    gibbs = lambda e: -e * lnk + e * np.log(e) + (1 - e) * np.log(1 - e)
    found = minimize_scalar(gibbs, bounds=(1e-9, 1 - 1e-9), method="bounded",
                            options={"xatol": 1e-11}).x
    assert abs(found - x_eq(lnk)) < 1e-6

# Small-difference law against the difference of equilibrium compositions
for dS in (80.0, 100.0, 115.0):
    K = np.exp(log_k(T_MEAN, DH, dS))
    law = DH * 0.1 / (R * T_MEAN**2) * K / (1 + K) ** 2
    assert abs(delta_x(T_MEAN, 0.1, DH, dS) / law - 1) < 1e-5

# Finite-difference law, and its optimum found by search over the entropy
for dT in (1.0, DT, 300.0):
    hot, cold = T_MEAN + dT / 2, T_MEAN - dT / 2
    t_harm = 2 / (1 / hot + 1 / cold)
    span = DH / R * (1 / cold - 1 / hot)
    for dS in (80.0, 100.0, 115.0):
        u = log_k(t_harm, DH, dS)
        law = np.sinh(span / 2) / (np.cosh(u) + np.cosh(span / 2))
        assert abs(delta_x(T_MEAN, dT, DH, dS) / law - 1) < 1e-9
    best = argmax(lambda s: flux(T_MEAN, dT, DH, s), 70.0, 135.0)
    assert abs(log_k(t_harm, DH, best)) < 1e-5
    assert abs(delta_x(T_MEAN, dT, DH, best) - np.tanh(span / 4)) < 1e-9
    if dT == DT:
        best_dS, best_span, best_t_harm = best, span, t_harm

# Half-maximum values of K for a small difference
peak = delta_x(T_MEAN, 0.1)
half_dS = brentq(lambda s: delta_x(T_MEAN, 0.1, DH, s) - peak / 2, 100.0, 140.0)
k_half = np.exp(log_k(T_MEAN, DH, half_dS))
assert abs(k_half - (3 + 2 * np.sqrt(2))) < 1e-3

# Exothermic partner: same size, opposite direction
assert abs(flux(T_MEAN, DT, -DH, -DS) / flux(T_MEAN, DT) + 1) < 1e-10

# Temperature as the variable, for both signs of the enthalpy
m = 3 - D_POWER
for sign in (1, -1):
    t_small = argmax(lambda T: abs(flux(T, 1.0, sign * DH, sign * DS)), 800., 1200.)
    h_opt = sign * DH / (R * t_small)
    k_found = np.exp(log_k(t_small, sign * DH, sign * DS))
    assert abs(k_found / ((h_opt - m) / (h_opt + m)) - 1) < 1e-3
    assert t_small < T_MEAN
t_opt = argmax(lambda T: flux(T, DT), 800.0, 1200.0)

# Enthalpy as the variable, at fixed entropy and temperature
dh_opt = argmax(lambda q: flux(T_MEAN, 1.0, q, DS), 60e3, 150e3)
h_q = dh_opt / (R * T_MEAN)
k_dh = np.exp(log_k(T_MEAN, dh_opt, DS))
assert abs(k_dh / ((h_q - 1) / (h_q + 1)) - 1) < 1e-3

# Steady diffusion on a grid, with c*D following a linear temperature profile
T_HOT, T_COLD = T_MEAN + DT / 2, T_MEAN - DT / 2
x_hot, x_cold = x_eq(log_k(T_HOT)), x_eq(log_k(T_COLD))
n = 200
step = LENGTH / n
g_face = c_times_d(T_HOT - DT * (np.arange(n) + 0.5) / n) / step
matrix = (np.diag(g_face[:-1] + g_face[1:]) - np.diag(g_face[1:-1], 1)
          - np.diag(g_face[1:-1], -1))
source = np.zeros(n - 1)
source[0], source[-1] = g_face[0] * x_hot, g_face[-1] * x_cold
profile = np.linalg.solve(matrix, source)
J = flux(T_MEAN, DT)
profile_change = g_face[0] * (x_hot - profile[0]) / J - 1
assert abs(profile_change) < 1e-3

# Thermal diffusion: solve for the constant flux that joins the two end values


def end_error(j):
    def slope(s, x):
        return -j + ALPHA * x * (1 - x) * DT / (T_HOT - DT * s)
    sol = solve_ivp(slope, (0, 1), [x_hot], rtol=1e-10, atol=1e-12)
    return sol.y[0, -1] - x_cold


dx = x_hot - x_cold
h = DH / (R * T_MEAN)
soret_change = brentq(end_error, 0.5 * dx, 1.5 * dx) / dx - 1
assert abs(soret_change / (ALPHA / h) - 1) < 0.02

# Carrier splitting I2 = 2 I: flux law with zero net flow of the element iodine
z, b, net = sp.symbols("z b net")
xc, xi = sp.Function("xc")(z), sp.Function("xi")(z)
flow = lambda frac: frac * net - b * sp.diff(frac, z)
net_flow = sp.solve(flow(xc) + flow(1 - xc - xi) + flow(xi) / 2, net)[0]
S = 1 - xi / 2
assert sp.simplify(flow(xc).subs(net, net_flow) + b * S * sp.diff(xc / S, z)) == 0
assert sp.simplify(net_flow.subs(xi, 0).doit()) == 0

BOND = 1.54 * const.e                       # J, rough dissociation energy
ROT = 0.0373 * 100 * const.h * const.c      # J, rough rotational constant
VIB = 214.0 * 100 * const.h * const.c       # J, rough vibrational quantum


def k_split(T):
    # p_I**2/p_I2 in Pa from partition functions; ground electronic levels only
    kT = const.k * T
    mass = M_B / 2 / const.N_A
    trans = (2 * np.pi * mass * kT / const.h**2) ** 1.5
    internal = kT / (2 * ROT) / (1 - np.exp(-VIB / kT))
    return kT * 16 * trans / 2**1.5 / internal * np.exp(-BOND / kT)


kT = const.k * T_MEAN
heat_num = kT * (np.log(k_split(1001.0) / k_split(999.0))) * T_MEAN / 2
heat_law = BOND + 1.5 * kT - VIB / (np.exp(VIB / kT) - 1)
assert abs(heat_num / heat_law - 1) < 1e-4


def split_gas(T):
    K, kd = np.exp(log_k(T)), k_split(T) / P
    x2 = brentq(lambda v: (1 + K) * v + np.sqrt(kd * v) - 1, 0, 1)
    return K * x2, np.sqrt(kd * x2)


(c_h, i_h), (c_c, i_c) = split_gas(T_HOT), split_gas(T_COLD)
s_h, s_c = 1 - i_h / 2, 1 - i_c / 2
split_change = 0.5 * (s_h + s_c) * (c_h / s_h - c_c / s_c) / dx - 1
atom_fraction = split_gas(T_MEAN)[1]

# Free convection in a long horizontal tube: radial parts of the sine mode


def radial_solve(rhs, r, insulated):
    k, dr = len(r), r[0]
    A = np.zeros((k, k))
    for i in range(k - 1):
        A[i, i] = -2 / dr**2 - 1 / r[i] ** 2
        A[i, i + 1] = 1 / dr**2 + 1 / (2 * dr * r[i])
        if i > 0:
            A[i, i - 1] = 1 / dr**2 - 1 / (2 * dr * r[i])
    rhs = rhs.copy()
    if insulated:
        A[-1, -1], A[-1, -2] = -2 / dr**2 - 1 / r[-1] ** 2, 2 / dr**2
    else:
        A[-1, -1], rhs[-1] = 1.0, 0.0
    return np.linalg.solve(A, rhs)


r = np.arange(1, 401) / 400
speed = radial_solve(r, r, False)
conc = radial_solve(speed, r, True)
coefficient = -np.sum(speed * conc * r) * r[0]
assert abs(coefficient / (7 / 46080) - 1) < 1e-3


def convection(d_rho):
    G = const.g * d_rho * RADIUS**4 / (VISCOSITY * D_REF * LENGTH)
    return G, coefficient * G**2


density = lambda x, T: P * (M_B + x * M_A) / (R * T)
rho = density(0.5, T_MEAN)
G_thermal, conv_thermal = convection(rho * DT / T_MEAN)
G_net, conv_net = convection(density(x_cold, T_COLD) - density(x_hot, T_HOT))

# Slow surface reactions: reaction probability eps at both ends
impact_speed = np.sqrt(R * T_MEAN / (2 * np.pi * M_B))
eps = 100 * D_REF / LENGTH / impact_speed
k_s = eps * impact_speed
k_h, k_c = np.exp(log_k(T_HOT)), np.exp(log_k(T_COLD))
# unknowns: flux/c, x at hot surface, x at cold surface
system = np.array([[1 / k_s, 1 + 1 / k_h, 0], [1 / k_s, 0, -1 - 1 / k_c],
                   [LENGTH / D_REF, -1, 1]])
j_surface = np.linalg.solve(system, [1, -1, 0])[0]
assert abs(j_surface * (LENGTH / D_REF + (x_hot + x_cold) / k_s) / dx - 1) < 1e-9
surface_change = j_surface * LENGTH / D_REF / dx - 1

area = np.pi * RADIUS**2
rate = J * area * M_A * 1e6 * 3600
print(f"Reaction enthalpy: {DH/1e3:.0f} kJ/mol")
print(f"Reaction entropy: {DS:.0f} J/(mol K)")
print(f"Hot, mean, cold temperature: {T_HOT:.0f}, {T_MEAN:.0f}, {T_COLD:.0f} K")
print(f"Total pressure: {P/const.torr:.0f} Torr")
print(f"Diffusivity at mean temperature: {D_REF*1e4:.2f} cm2/s")
print(f"Tube length, bore: {LENGTH*100:.0f}, {2*RADIUS*100:.0f} cm")
print(f"Tube cross-section: {area*1e4:.4f} cm2")
print(f"Molar mass of A, B: {M_A*1e3:.0f}, {M_B*1e3:.1f} g/mol")
print(f"Gas concentration c: {P/(R*T_MEAN)*1e-6:.4e} mol/cm3")
print(f"h = dH/(RT) at mean temperature: {h:.3f}")
print(f"K hot, mean, cold: {k_h:.4f}, {np.exp(log_k(T_MEAN)):.4f}, {k_c:.4f}")
print(f"x hot, cold: {x_hot:.4f}, {x_cold:.4f}")
print(f"Difference of x: {dx:.5f}")
print(f"delta = ln K_hot - ln K_cold: {best_span:.4f}")
print(f"Small-difference value of x difference: {h*DT/T_MEAN/4:.5f}")
print(f"Flux of A: {J*1e-4:.3e} mol/(cm2 s)")
print(f"Transported mass: {rate:.2f} mg/h")
print(f"Best entropy by search: {best_dS:.3f} J/(mol K)")
print(f"Harmonic mean temperature: {best_t_harm:.2f} K")
print(f"K there at best entropy: {np.exp(log_k(best_t_harm, DH, best_dS)):.5f}")
for K in (0.001, 0.01, 0.1, 1.0, 10.0, 100.0, 1000.0):
    dS = R * np.log(K) + DH / T_MEAN
    print(f"K = {K:g}: flux / flux at K=1: {flux(T_MEAN, DT, DH, dS)/J:.4f}")
print(f"K at half maximum, small dT: {1/k_half:.4f} and {k_half:.4f}")
print(f"Temperature varied: best mean temperature {t_opt:.1f} K")
print(f"Temperature varied: K there {np.exp(log_k(t_opt)):.3f}")
print(f"Temperature varied: flux gain {100*(flux(t_opt, DT)/J-1):.2f} %")
print(f"Enthalpy varied: best enthalpy {dh_opt/1e3:.2f} kJ/mol")
print(f"Enthalpy varied: K there {k_dh:.3f}")
print(f"Iodine bond energy (rough input): {BOND/const.e:.2f} eV")
print(f"Iodine rotational constant (rough): {ROT/(100*const.h*const.c):.4f} cm^-1")
print(f"Iodine vibration (rough): {VIB/(100*const.h*const.c):.0f} cm^-1")
print(f"I2 splitting constant at mean T: {k_split(T_MEAN)/const.torr:.2f} Torr")
print(f"Iodine atom fraction at mean T: {atom_fraction:.4f}")
print(f"Flux change, carrier splitting: {100*split_change:.2f} %")
print(f"Thermal diffusion factor (rough input): {ALPHA:.1f}")
print(f"Flux change, thermal diffusion: {100*soret_change:.2f} %")
print(f"Viscosity (rough input): {VISCOSITY:.1e} Pa s")
print(f"Gas density at x=1/2: {rho*1e-3:.3e} g/cm3")
print(f"G, thermal density difference only: {G_thermal:.2f}")
print(f"Flux change, convection, thermal only: {100*conv_thermal:.2f} %")
print(f"G, with composition included: {G_net:.2f}")
print(f"Flux change, convection, net: {100*conv_net:.3f} %")
print(f"Surface reaction probability assumed: {eps:.2e}")
print(f"Flux change, surface reactions: {100*surface_change:.2f} %")
print(f"Flux change, c*D along tube: {100*profile_change:.4f} %")
print("success")
```

Printed output:

```
Reaction enthalpy: 100 kJ/mol
Reaction entropy: 100 J/(mol K)
Hot, mean, cold temperature: 1020, 1000, 980 K
Total pressure: 760 Torr
Diffusivity at mean temperature: 0.15 cm2/s
Tube length, bore: 10, 1 cm
Tube cross-section: 0.7854 cm2
Molar mass of A, B: 100, 253.8 g/mol
Gas concentration c: 1.2187e-05 mol/cm3
h = dH/(RT) at mean temperature: 12.027
K hot, mean, cold: 1.2660, 1.0000, 0.7823
x hot, cold: 0.5587, 0.4389
Difference of x: 0.11974
delta = ln K_hot - ln K_cold: 0.4813
Small-difference value of x difference: 0.12027
Flux of A: 2.189e-08 mol/(cm2 s)
Transported mass: 6.19 mg/h
Best entropy by search: 100.040 J/(mol K)
Harmonic mean temperature: 999.60 K
K there at best entropy: 1.00000
K = 0.001: flux / flux at K=1: 0.0040
K = 0.01: flux / flux at K=1: 0.0396
K = 0.1: flux / flux at K=1: 0.3325
K = 1: flux / flux at K=1: 1.0000
K = 10: flux / flux at K=1: 0.3351
K = 100: flux / flux at K=1: 0.0399
K = 1000: flux / flux at K=1: 0.0041
K at half maximum, small dT: 0.1716 and 5.8284
Temperature varied: best mean temperature 983.7 K
Temperature varied: K there 0.819
Temperature varied: flux gain 1.00 %
Enthalpy varied: best enthalpy 101.37 kJ/mol
Enthalpy varied: K there 0.848
Iodine bond energy (rough input): 1.54 eV
Iodine rotational constant (rough): 0.0373 cm^-1
Iodine vibration (rough): 214 cm^-1
I2 splitting constant at mean T: 2.45 Torr
Iodine atom fraction at mean T: 0.0394
Flux change, carrier splitting: -5.99 %
Thermal diffusion factor (rough input): 0.3
Flux change, thermal diffusion: 2.49 %
Viscosity (rough input): 4.0e-05 Pa s
Gas density at x=1/2: 3.702e-03 g/cm3
G, thermal density difference only: 15.13
Flux change, convection, thermal only: 3.48 %
G, with composition included: 0.22
Flux change, convection, net: 0.001 %
Surface reaction probability assumed: 2.08e-04
Flux change, surface reactions: -0.99 %
Flux change, c*D along tube: -0.0088 %
success
```
